\section*{Voltage-probe delay and the measured turn-on energy of a power switch}

\section*{Question}

A transistor switches an inductive load from a bus of voltage $V=800$ V. The load current is $I=20$ A and flows through a freewheeling diode while the transistor is off. In the idealized turn-on, the transistor current $i(t)$ first rises from $0$ to $I$ during a time $t_r$, while the transistor voltage $v(t)$ stays at $V$. The voltage then falls from $V$ to $0$ during a time $t_f$, while the current stays at $I$. Before the transition $v=V$ and $i=0$; after it $v=0$ and $i=I$. Take $t_r=10$ ns and $t_f=16$ ns, with linear edges unless another shape is stated.

An oscilloscope records both traces, multiplies them and integrates the product. The current trace is correct. The voltage trace is late by $\tau$. The integration runs from before the current rise until after both traces have settled, unless stated otherwise.

\begin{enumerate}
\item[(a)] Find the true turn-on energy.
\item[(b)] Show that a delay $\tau=2$ ns makes the measured energy too large by 32 $\mu$J.
\item[(c)] Does this error depend on the durations or the shapes of the two edges? Prove your answer and state the conditions it needs.
\item[(d)] Find the error if the voltage trace is early by 2 ns instead. Then find the error at turn-off for a voltage trace late by 2 ns, if the voltage first rises linearly in $t_{rv}=12$ ns at full current and the current then falls linearly in $t_{fi}=10$ ns at full voltage.
\item[(e)] The load is replaced by a resistor, so that current and voltage change linearly and simultaneously during $T=20$ ns, between the same end values. Find the turn-on error for the voltage trace late by 2 ns.
\item[(f)] For the inductive turn-on, find the relative error, the delay that would give an error of 5\% of the true energy, and the length of cable that delays a signal by 2 ns if signals travel in it at 0.66 of the speed of light. What changes if the integration stops at the end of the true voltage fall?
\item[(g)] The transistor is a silicon carbide MOSFET and the diode a Schottky diode. Estimate how the error of part (b) changes through each of the following: a diode capacitance of 120 pF; a voltage probe with a single-pole bandwidth of 500 MHz; a stray inductance of 20 nH; a hot on-resistance of 0.13 $\Omega$; a load inductance of 200 $\mu$H. What is the role of an output capacitance of 80 pF inside the transistor?
\end{enumerate}

\section*{Model answers}

\subsection*{(a) True energy}

Put $t=0$ at the start of the current rise. The power entering the transistor at its terminals is
\begin{equation}
p(t)=v(t)\,i(t)=
\begin{cases}
VI\,t/t_r, & 0<t<t_r,\\[2pt]
VI\left[1-(t-t_r)/t_f\right], & t_r<t<t_r+t_f,
\end{cases}
\end{equation}
and zero at other times. The two pieces are triangles of height $VI$, with bases $t_r$ and $t_f$. Their areas add to
\begin{equation}
E_{\rm on}=\frac{VI}{2}(t_r+t_f).
\label{eq:true}
\end{equation}
The peak power is $800\ \mathrm{V}\times20\ \mathrm{A}=16$ kW. Since 1 kW acting for 1 ns delivers 1 $\mu$J, this is also 16 $\mu$J per ns, and
\begin{equation}
E_{\rm on}=16\times\frac{10+16}{2}\ \mu\mathrm{J}=208\ \mu\mathrm{J}.
\end{equation}

\subsection*{(b) Voltage trace late by 2 ns}

A late trace shows at time $t$ what the voltage was at the earlier time $t-\tau$:
\begin{equation}
v_m(t)=v(t-\tau),\qquad \tau>0 .
\end{equation}
The recorded voltage therefore stays at $V$ until $t_r+\tau$ and reaches zero at $t_r+\tau+t_f$. The current is recorded correctly and has reached $I$ at $t_r$. The calculated power has three pieces:
\begin{equation}
v_m i=
\begin{cases}
VI\,t/t_r, & 0<t<t_r,\\[2pt]
VI, & t_r<t<t_r+\tau,\\[2pt]
VI\left[1-(t-t_r-\tau)/t_f\right], & t_r+\tau<t<t_r+\tau+t_f .
\end{cases}
\end{equation}
The first and third pieces have the same areas as the two triangles of part (a). The middle piece is a rectangle that the true power does not have. Hence
\begin{equation}
E_m=VI\left(\frac{t_r}{2}+\tau+\frac{t_f}{2}\right),
\qquad
\Delta E\equiv E_m-E_{\rm on}=VI\tau .
\label{eq:main}
\end{equation}
With the given values,
\begin{equation}
\Delta E=800\ \mathrm{V}\times20\ \mathrm{A}\times2\times10^{-9}\ \mathrm{s}
=3.2\times10^{-5}\ \mathrm{J}=32\ \mu\mathrm{J},
\end{equation}
and the instrument reports $208+32=240$ $\mu$J. The transistor does not dissipate the additional energy. It appears because the recorded power is held at its peak for 2 ns after the true power has begun to fall.

\subsection*{(c) Dependence on the edges}

The error does not depend on the durations or shapes of the edges, provided that the current has settled at $I$ before the voltage begins to change. To prove this, let $v$ go from $V$ at $t_r$ to $0$ at $t_e=t_r+t_f$ in any manner, and let the current rise in any manner before $t_r$. The error is
\begin{equation}
\Delta E=\int w(t)\,i(t)\,dt,\qquad w(t)=v(t-\tau)-v(t).
\label{eq:w}
\end{equation}
Before $t_r$ both terms of $w$ equal $V$, so $w=0$ and the current rise contributes nothing. After $t_e+\tau$ both terms are zero. Between these times $i=I$, which can be taken out of the integral:
\begin{equation}
\Delta E=I\left[\int_{t_r}^{t_e+\tau}v(t-\tau)\,dt-\int_{t_r}^{t_e+\tau}v(t)\,dt\right].
\end{equation}
In the first integral put $s=t-\tau$. Its limits become $t_r-\tau$ and $t_e$, and $v(s)=V$ for $s<t_r$, so
\begin{equation}
\int_{t_r-\tau}^{t_e}v(s)\,ds=V\tau+\int_{t_r}^{t_e}v(s)\,ds .
\end{equation}
In the second integral the part beyond $t_e$ vanishes, because $v=0$ there. The remaining integrals over the true fall cancel, which leaves
\begin{equation}
\int w\,dt=V\tau,\qquad \Delta E=VI\tau .
\label{eq:area}
\end{equation}
As a numerical check, the fall was given the shape $V(1+\cos\pi u)/2$, with $u=(t-t_r)/t_f$, and the current rise the shape $I(t/t_r)^2$. Direct integration again gave an error of 32.000 $\mu$J, although the true energy is different for these edges.

The proof uses four conditions: the current is constant while $w\neq0$, the final voltage is zero, the delay shifts the trace without distorting it, and the integration includes the whole delayed fall. Parts (d) to (g) relax them in turn. For that purpose it helps to write $i=I-(I-i)$ in Eq.~\eqref{eq:w}:
\begin{equation}
\Delta E=I\int w\,dt-\int w\,(I-i)\,dt .
\label{eq:split}
\end{equation}
The second term collects the contributions from times at which the current differs from $I$ while the two voltage traces differ from each other.

\subsection*{(d) Early voltage, and turn-off}

\textbf{Early voltage at turn-on.} Let $v_m(t)=v(t+\delta)$ with $\delta>0$. The difference is now $w=v(t+\delta)-v(t)$, and its area is $-V\delta$ by the argument of part (c) with the shift reversed. The recorded fall begins at $t_r-\delta$, when the current is still rising. For $t_r-\delta<t<t_r$, and for $\delta$ no larger than $t_r$ or $t_f$,
\begin{equation}
w=-V\,\frac{t+\delta-t_r}{t_f},\qquad I-i=I\,\frac{t_r-t}{t_r}.
\end{equation}
With $s=t+\delta-t_r$, which runs from $0$ to $\delta$, we have $t_r-t=\delta-s$, and Eq.~\eqref{eq:split} gives
\begin{align}
\Delta E&=-VI\delta+\frac{VI}{t_rt_f}\int_0^\delta s(\delta-s)\,ds\nonumber\\
&=-VI\delta+\frac{VI}{t_rt_f}\left(\frac{\delta^3}{2}-\frac{\delta^3}{3}\right)
=-VI\delta+\frac{VI\,\delta^3}{6\,t_rt_f}.
\end{align}
For $\delta=2$ ns the last term is $16\times8/(6\times10\times16)=0.133$ $\mu$J, so $\Delta E=-31.87$ $\mu$J. The energy is now understated, by slightly less than 32 $\mu$J. The small asymmetry arises because a late fall meets a constant current, whereas an early fall overlaps the end of the current rise.

\textbf{Late voltage at turn-off.} Put $t=0$ at the start of the voltage rise. A late rising edge lies below the true one, so $w=v(t-\tau)-v(t)$ is negative, with area $-V\tau$. The current begins to fall at $t_{rv}$, while the delayed voltage is still rising until $t_{rv}+\tau$. In that interval, with $s=t-t_{rv}$ and $\tau$ no larger than $t_{rv}$ or $t_{fi}$,
\begin{equation}
w=V\,\frac{t-\tau}{t_{rv}}-V=-V\,\frac{\tau-s}{t_{rv}},\qquad I-i=I\,\frac{s}{t_{fi}} .
\end{equation}
The integral of $s(\tau-s)$ from $0$ to $\tau$ is again $\tau^3/6$, and
\begin{equation}
\Delta E_{\rm off}=-VI\tau+\frac{VI\,\tau^3}{6\,t_{rv}t_{fi}}
=(-32+0.178)\ \mu\mathrm{J}=-31.82\ \mu\mathrm{J}.
\end{equation}
The true turn-off energy is $16\times(12+10)/2=176$ $\mu$J, again from two triangles.

If the same delay acts on both transitions at the same voltage and current, the errors add to $+0.178$ $\mu$J, while the true energies add to 384 $\mu$J. In this model the sum is therefore nearly correct even though its division between turn-on and turn-off is wrong. A plausible total does not show that the traces are aligned. The near-cancellation also requires the same current during both voltage edges. The diode capacitance of part (g) raises the current during the voltage fall at turn-on and lowers it during the voltage rise at turn-off; with it, the two errors no longer cancel. The changes are $+9.0$ $\mu$J at turn-on and, by the same calculation with $CV/t_{rv}=8.0$ A, $+11.7$ $\mu$J at turn-off, if the transistor current returns to $I$ when the voltage rise ends. The two errors then add to about $+21$ $\mu$J, or 5\% of the total energy.

\subsection*{(e) Resistive load}

Now $i=It/T$ and $v=V(1-t/T)$ for $0<t<T$. The true energy is
\begin{equation}
E_R=VI\int_0^T\frac{t}{T}\left(1-\frac tT\right)dt
=VI\left(\frac T2-\frac T3\right)=\frac{VIT}{6}=53.3\ \mu\mathrm{J}.
\end{equation}
For $\tau\le T$ the measured energy has three parts. Until $\tau$ the recorded voltage is $V$; until $T$ both traces are changing; until $T+\tau$ the current is $I$ and the recorded voltage completes its fall:
\begin{align}
\frac{E_{R,m}}{VI}={}&\int_0^\tau\frac tT\,dt
+\int_\tau^T\left(1+\frac{\tau-t}{T}\right)\frac tT\,dt
+\int_T^{T+\tau}\frac{T+\tau-t}{T}\,dt .
\end{align}
The first and third integrals are $\tau^2/(2T)$ each. The second is
\begin{align}
\left(1+\frac\tau T\right)\frac{T^2-\tau^2}{2T}-\frac{T^3-\tau^3}{3T^2}
&=\frac T2-\frac{\tau^2}{2T}+\frac\tau2-\frac{\tau^3}{2T^2}-\frac T3+\frac{\tau^3}{3T^2}\nonumber\\
&=\frac T6+\frac\tau2-\frac{\tau^2}{2T}-\frac{\tau^3}{6T^2}.
\end{align}
Adding the three parts and subtracting $T/6$ gives
\begin{equation}
\Delta E_R=VI\left(\frac\tau2+\frac{\tau^2}{2T}-\frac{\tau^3}{6T^2}\right).
\end{equation}
For $\tau=2$ ns and $T=20$ ns the bracket is $1+0.1-0.0033=1.0967$ ns, and the error is 17.5 $\mu$J. To leading order in $\tau/T$ it is half the inductive result, because the average current during the voltage fall is $I/2$. The number 32 $\mu$J thus belongs to the sequence of edges in the inductive turn-on, and voltage, current and delay alone do not fix it. Relative to the true energy, however, the resistive error is 33\%, since the true energy is much smaller here.

\subsection*{(f) Relative error, tolerance and integration window}

Dividing Eq.~\eqref{eq:main} by Eq.~\eqref{eq:true} gives
\begin{equation}
\frac{\Delta E}{E_{\rm on}}=\frac{2\tau}{t_r+t_f}=\frac{4}{26}=15.4\%.
\end{equation}
Voltage and current cancel. At fixed delay, the relative error grows as the edges become shorter, although in the ideal model the absolute error stays the same. An error of 5\% requires
\begin{equation}
\tau_{5\%}=0.05\times\frac{t_r+t_f}{2}=0.05\times13\ \mathrm{ns}=0.65\ \mathrm{ns}.
\end{equation}
The cable length for 2 ns is 0.66 times the speed of light times 2 ns, or 0.40 m. A difference of this length between the voltage and current cables is enough to produce the error of part (b), if nothing else compensates it.

If the integration stops at $t_r+t_f$, the tail of the delayed fall is cut off. At that moment the recorded voltage is still $V\tau/t_f$ (for $\tau\le t_f$), and it would reach zero after a further time $\tau$. The missing area is a triangle:
\begin{equation}
E_{\rm lost}=\frac I2\,\frac{V\tau}{t_f}\,\tau=\frac{VI\tau^2}{2t_f}
=\frac{16\times4}{32}\ \mu\mathrm{J}=2.0\ \mu\mathrm{J}.
\label{eq:lost}
\end{equation}
The instrument would then overstate the energy by 30 $\mu$J.

\subsection*{(g) Effects outside the ideal model}

Each effect is taken alone, with the edge times and the 2 ns delay held fixed. The changes below are relative to the 32 $\mu$J of part (b).

\textbf{Diode capacitance.} While the transistor voltage falls, the diode becomes reverse biased and its capacitance $C$ is charged through the transistor. With constant $C$ the additional current is $I_c=CV/t_f=120\ \mathrm{pF}\times50\ \mathrm{V/ns}=6.0$ A. It flows during the true fall only. The area of $w$ inside that interval is $V\tau$ less the tail found in Eq.~\eqref{eq:lost}, so
\begin{equation}
\delta E_C=I_cV\tau\left(1-\frac{\tau}{2t_f}\right)
=6.0\times800\times2\times\frac{15}{16}\ \mathrm{nJ}=+9.0\ \mu\mathrm{J}.
\end{equation}
The true energy also rises, by $I_cVt_f/2=38.4$ $\mu$J, to 246.4 $\mu$J.

\textbf{Probe bandwidth.} A single-pole probe with bandwidth $f$ has the time constant $\theta=1/(2\pi f)=0.318$ ns. Its output $v_p$ obeys $\theta\,dv_p/dt+v_p=v_{\rm in}$. Integrating $v_p-v_{\rm in}=-\theta\,dv_p/dt$ over the complete fall, during which $v_p$ goes from $V$ to $0$, gives an additional area $V\theta$. With constant current,
\begin{equation}
\delta E_p=VI\theta=16\times0.318\ \mu\mathrm{J}=+5.1\ \mu\mathrm{J}.
\end{equation}
This assumes a perfect current channel, and that the 2 ns does not already include the lag of the probe. A single-pole current probe with time constant $\theta_i$ acts in the opposite direction. Its output lacks the area $I\theta_i$, almost all of it while the recorded voltage is still $V$, so the error changes by about $-VI\theta_i$. For a bandwidth of 120 MHz, $\theta_i=1.33$ ns and the change is about $-21$ $\mu$J, larger than any of the five effects of the question. It is not included in the sum below.

\textbf{Stray inductance.} During the current rise the inductance $L$ takes $V_L=LI/t_r=40$ V from the transistor voltage. This dip is recorded from $\tau$ to $t_r+\tau$ instead of from $0$ to $t_r$. It thus misses the low current at the start and meets full current at the end:
\begin{align}
\delta E_L&=-V_L\left[\int_{t_r}^{t_r+\tau}I\,dt-\int_0^\tau\frac{It}{t_r}\,dt\right]
=-V_LI\left(\tau-\frac{\tau^2}{2t_r}\right)\nonumber\\
&=-40\times20\times1.8\ \mathrm{nJ}=-1.4\ \mu\mathrm{J}.
\end{align}

\textbf{On-state voltage.} The voltage falls to $V_{\rm on}=0.13\ \Omega\times20\ \mathrm{A}=2.6$ V instead of zero. The step is smaller by $V_{\rm on}$, and the error changes by $-IV_{\rm on}\tau=-0.10$ $\mu$J.

\textbf{Load inductance.} As voltage appears across the load, its current grows at a rate that reaches $V/L_{\rm load}=0.004$ A/ns. Numerical integration with this growing current gives a change of $+0.02$ $\mu$J, which is negligible here.

The separate changes add to about $+12.6$ $\mu$J, which would bring the error to about 45 $\mu$J. This sum omits the interactions between the effects and is an estimate.

\textbf{Output capacitance.} The energy stored in the transistor's own capacitance, $\tfrac12C_{\rm out}V^2=25.6$ $\mu$J for constant $C_{\rm out}$, is released as heat inside the transistor at turn-on. The discharge current circulates internally and does not pass through the terminals. The terminal energy therefore omits this heat, with or without a delay. It does not enter the error calculated here, which compares two integrals over the same terminal current.

\textbf{Comparison with real devices.} The edge times, capacitances, stray inductance and on-resistance are rough values for a fast silicon carbide MOSFET of the 1200 V class; the voltage slope of 50 V/ns is on the fast side. Among the five effects named in the question, with a perfect current channel, the assumption that matters most is that of no current overshoot: the capacitive current alone raises the error by 28\% of its ideal value. Real junction capacitances vary strongly with voltage, so the 9 $\mu$J indicates a size and is not a prediction for a particular device. For a capacitance proportional to $(1+v_R/1\,\mathrm{V})^{-1/2}$ in the reverse voltage $v_R$, holding the same charge of 96 nC at 800 V, the change is $+7.6$ $\mu$J instead of $+9.0$ $\mu$J, and the true energy rises by about 50 $\mu$J instead of 38.4 $\mu$J. A freewheeling diode with stored charge would add a recovery current, which is not included here. The result $VI\tau$ is thus a first estimate of the sensitivity to misalignment, which the effects sized here change by some tens of per cent, and subtracting it from a measured energy is no substitute for aligning the two traces. Most of the calculated values are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Bus voltage: 800 V
Load current: 20 A
Voltage delay: 2.0 ns
Current rise time: 10 ns
Voltage fall time: 16 ns
Peak power: 16.0 kW
Error per ns of delay: 16.0 uJ/ns
True turn-on energy: 208.0 uJ
Measured turn-on energy: 240.0 uJ
Overstatement: 32.000 uJ
Overstatement, curved edges: 32.000 uJ
Relative overstatement: 15.4 %
Skew for 5 % error: 0.65 ns
Cable velocity factor (rough): 0.66
Cable length for the delay: 0.40 m
Error, voltage early by same time: -31.867 uJ
Turn-off voltage rise time: 12 ns
Turn-off current fall time: 10 ns
True turn-off energy: 176.0 uJ
Turn-off error, voltage late: -31.822 uJ
Sum of turn-on and turn-off errors: 0.178 uJ
Resistive edge duration: 20 ns
Resistive true energy: 53.33 uJ
Resistive error: 17.55 uJ
Excess lost by early window end: 2.00 uJ
Diode capacitance (rough): 120 pF
Capacitive charging current: 6.0 A
True energy with charging current: 246.4 uJ
Error change, diode capacitance: +9.00 uJ
Voltage probe bandwidth: 500 MHz
Probe time constant: 0.318 ns
Error change, probe bandwidth: +5.09 uJ
Stray inductance (rough): 20 nH
Inductive voltage drop: 40 V
Error change, stray inductance: -1.44 uJ
Hot on-resistance (rough): 0.13 ohm
Hot on-state voltage: 2.6 V
Error change, on-state voltage: -0.104 uJ
Load inductance: 200 uH
Error change, load-current growth: +0.021 uJ
Sum of separate error changes: +12.6 uJ
Error with separate changes added: 44.6 uJ
Switch output capacitance (rough): 80 pF
Internal capacitive energy: 25.6 uJ
\end{verbatim}
